# Half-Step-Shifted Meshes in One Dimension: Doubled Sampling and Error Estimates

A total energy computed on one mesh of wave vectors carries no sign of its own sampling error. For the graphene ribbon treated below, four mesh points give a π-electron energy of −56.5010 eV per cell. The value is 47.6 meV too high for the model, but nothing in the number shows it. A second run with five points would share just one point with the first, and the two results would not combine simply. A second four-point run, shifted by half a mesh step, does better: with the first it gives the eight-point result, and it also supplies an error estimate. The estimate needs a condition that the doubling does not.

## Definitions and statement

Let $f(k)$ be a fixed function with period $2\pi/a$, where $a$ is the cell length. For an energy, $f(k)$ is the sum of the occupied band energies at $k$, in eV per cell. Fixed means that $f$ does not change when the mesh changes. Define the Gamma-centred and shifted averages

$$A_N=\frac1N\sum_{j=0}^{N-1}f\!\left(\frac{2\pi j}{Na}\right),\qquad
B_N=\frac1N\sum_{j=0}^{N-1}f\!\left(\frac{2\pi (j+\frac12)}{Na}\right).$$

The wanted quantity is the zone average $c_0=\frac{a}{2\pi}\int_0^{2\pi/a}f\,dk$. The signed error of the Gamma mesh is $E_N=A_N-c_0$, and half the difference of the two runs is $D_N=(A_N-B_N)/2$. The result is

$$\frac{A_N+B_N}{2}=A_{2N},\qquad D_N=E_N-E_{2N}. \tag{1}$$

Both equalities hold for every $N$. It follows that $D_N$ is a good estimate of $E_N$ when $|E_{2N}|\ll|E_N|$, and otherwise it is not.

## First derivation: interleaving the points

Write the points of both meshes with the denominator $2N$:

$$\frac{2\pi j}{Na}=\frac{2\pi(2j)}{2Na},\qquad \frac{2\pi(j+\frac12)}{Na}=\frac{2\pi(2j+1)}{2Na}.$$

As $j$ runs from 0 to $N-1$, the first set gives the even-numbered points of the $2N$ mesh and the second set the odd-numbered ones. Each point occurs once, so

$$NA_N+NB_N=\sum_{l=0}^{2N-1}f\!\left(\frac{2\pi l}{2Na}\right)=2NA_{2N}.$$

Division by $2N$ gives the first part of (1). For the second part, insert $B_N=2A_{2N}-A_N$ into the definition of $D_N$:

$$D_N=\tfrac12(A_N-2A_{2N}+A_N)=A_N-A_{2N}=E_N-E_{2N},$$

because $c_0$ cancels in the last difference.

The same relation shows when $D_N$ is the leading part of the error. Apply it to $N$, $2N$, $4N$ and so on, and add. The intermediate errors cancel in pairs. If $f$ is continuous, the mesh averages tend to the integral, the last error tends to zero, and

$$E_N=D_N+D_{2N}+D_{4N}+\dots \tag{2}$$

Suppose that each half-difference is at most a fraction $\rho<1$ of the one before it in size. The terms after the first then sum to at most $|D_N|(\rho+\rho^2+\dots)$, so

$$|E_N-D_N|\le\frac{\rho}{1-\rho}\,|D_N|. \tag{3}$$

A small $\rho$ makes $D_N$ the leading error. This derivation does not say which functions have a small $\rho$.

## Second derivation: which harmonics a mesh cannot see

Expand $f(k)=\sum_m c_m e^{imka}$, with $m$ running over all integers, and assume that $\sum_m|c_m|$ is finite so that sums may be reordered. The harmonic $m=0$ is the zone average. On a mesh shifted by a fraction $s$ of a step, harmonic $m$ averages to

$$\frac1N\sum_{j=0}^{N-1}e^{2\pi im(j+s)/N}=e^{2\pi ims/N}\,\frac1N\sum_{j=0}^{N-1}z^j,\qquad z=e^{2\pi im/N}.$$

If $m$ is not a multiple of $N$, then $z\ne1$ and the geometric sum is $(z^N-1)/(z-1)=0$, since $z^N=1$. If $m=pN$ with integer $p$, then $z=1$, the sum is $N$, and the factor $e^{2\pi ips}$ remains. This factor is 1 for $s=0$ and $(-1)^p$ for $s=\frac12$. Therefore

$$A_N=\sum_p c_{pN},\qquad B_N=\sum_p(-1)^pc_{pN}. \tag{4}$$

In the average, odd $p$ cancel and even $p=2p'$ remain, which leaves $\sum_{p'}c_{2p'N}=A_{2N}$. In half the difference, even $p$ cancel:

$$D_N=\sum_{p\ \text{odd}}c_{pN},\qquad E_{2N}=\sum_{p\ \text{even},\,p\neq0}c_{pN}. \tag{5}$$

Their sum is $E_N$, as (1) requires. The shifted mesh has the error $B_N-c_0=-D_N+E_{2N}$. The two runs thus carry the odd part with opposite signs, and averaging removes it.

In real space, harmonic $m$ of a band is a coupling between cells $m$ apart. An $N$-point mesh describes a ring of $N$ cells, on which a coupling that reaches once around the ring returns to its starting cell and is counted in the average. The half-step shift reverses its sign.

The size of the shift matters. With a quarter step, $s=\frac14$, and an even $f$, for which $c_{-m}=c_m$, the pair $p=\pm1$ is multiplied by $\cos(\pi/2)=0$ on the shifted mesh, so averaging halves its contribution instead of removing it. For the ribbon with $N=4$, such an average lies 21.8 meV per cell above $A_8$.

## A gapped case: the armchair ribbon

To see how fast the harmonics fall, take an armchair graphene ribbon with $n$ dimer lines across its width. Each line has one A and one B atom per cell, and there is one π electron per atom. The model keeps a single hopping energy $t$ between nearest neighbours. With bond length $d$, the cell length is $a=3d$. An A atom at position $x$ along the ribbon has a B neighbour on its own line at $x+d$ and one on each adjacent line at $x-d/2$. With Bloch amplitudes $\alpha_je^{ikx}$ on A and $\beta_je^{ikx}$ on B,

$$\varepsilon\alpha_j=-t\left[e^{ikd}\beta_j+e^{-ikd/2}(\beta_{j+1}+\beta_{j-1})\right],\qquad \beta_0=\beta_{n+1}=0.$$

Standing waves $\beta_j=\beta\sin j\theta$ satisfy the edge conditions for $\theta=p\pi/(n+1)$, $p=1,\dots,n$. Since $\sin(j+1)\theta+\sin(j-1)\theta=2\cos\theta\sin j\theta$, the bracket becomes $(e^{ikd}+w_pe^{-ikd/2})\beta\sin j\theta$ with $w_p=2\cos\theta$. The equation for B has the complex-conjugate factor. Multiplying the two equations gives $\varepsilon^2=t^2|e^{ikd}+w_pe^{-ikd/2}|^2$. A common phase does not change the modulus, and neither does complex conjugation, so

$$\varepsilon=\pm t\,|1+w_pe^{ika/2}|,\qquad f(k)=-2t\sum_{p=1}^n|1+w_pe^{ika/2}|. \tag{6}$$

The factor 2 counts spin, and the $n$ lower bands are full.

Set $q=ka/2$ and take $|w|<1$. The modulus is $(1+we^{iq})^{1/2}(1+we^{-iq})^{1/2}$. Let $b_j$ be the coefficients in $(1+x)^{1/2}=\sum_jb_jx^j$. Multiplying the two series and collecting $e^{imq}$ for $m\ge0$ gives the harmonic

$$s_m=\sum_{j\ge0}b_jb_{j+m}w^{2j+m}. \tag{7}$$

The coefficients start at $b_0=1$, $b_1=\frac12$ and obey $b_{j+1}=b_j(\frac12-j)/(j+1)$. From $j=1$ on they alternate in sign and shrink, so $b_j=(-1)^{j+1}|b_j|$. For even $m>0$ the $j=0$ term of (7) is therefore negative and all others are positive:

$$-s_m=|w|^m\Big[|b_m|-\sum_{j\ge1}|b_j||b_{j+m}|w^{2j}\Big].$$

Replacing $|b_{j+m}|$ by the larger $|b_m|$ makes the subtracted sum larger. Also $\sqrt{1-x}=1-\sum_{j\ge1}|b_j|x^j$. Hence

$$|b_m||w|^m\sqrt{1-w^2}\le-s_m\le|b_m||w|^m. \tag{8}$$

For $|w|>1$, write $|1+we^{iq}|=|w|\,|1+w^{-1}e^{-iq}|$ and use (8) with $1/w$ in place of $w$, times $|w|$.

Harmonic $m$ of $f$ in $ka$ is harmonic $2m$ in $q$. Odd harmonics in $q$ cancel between $p$ and $n+1-p$, whose $w$ values are opposite. What remains is $c_m=-2t\sum_ps_{2m}(w_p)$, which is positive for $m>0$. By (5), a gapped ribbon in this model has $0<D_N<E_N$: the Gamma mesh gives too high an energy, and the half-difference underestimates the error.

For $n=7$ the smallest gap belongs to $w_3=2\cos(3\pi/8)=0.765$, and it also sets the slowest decay. One more mesh point raises the power of $w$ by two, so the factor per point is $w_3^2=2-\sqrt2=0.586$. In addition, $|b_{j+1}|/|b_j|=1-\frac{3}{2(j+1)}$ gives $|b_m|\propto m^{-3/2}$ at large $m$. For each fixed $j$ the ratio $|b_{j+m}|/|b_m|$ also tends to one, so $-s_m$ approaches its lower bound in (8), and the factor multiplying $|b_m||w|^m$ becomes the constant $\sqrt{1-w^2}$, which cancels in a ratio. Thus at large $N$

$$\frac{E_N-D_N}{E_N}=\frac{E_{2N}}{E_N}\approx2^{-3/2}(0.586)^N. \tag{9}$$

The half-differences at $N=24$ and 28, with the $N^{-3/2}$ factor removed, give 0.583 per point, within 0.5 % of the formula.

## Numbers for the seven-line ribbon

Take $d=0.142$ nm and $t=2.7$ eV, so $a=0.426$ nm. There are 14 atoms per cell, and the gap is $2t(1-0.765)=1.27$ eV. The reference $c_0=-56.54857$ eV per cell is a numerical integral of the same model, so $E_N$ measures sampling error alone. For $N=4$,

$$A_4=-56.50099\ \text{eV},\qquad B_4=-56.59349\ \text{eV}.$$

Their mean is −56.54724 eV, equal to the separately computed $A_8$. Half their difference is $0.09250/2=0.04625$ eV, or 46.25 meV. The true error is 47.58 meV, so the estimate is 2.8 % low relative to it. The missing 1.33 meV is $E_8$.

The harmonics account for these values. With $c_4=23.090$ and $c_{12}=0.035$ meV, and with $c_{-m}=c_m$ because $f$ is even, (5) gives $D_4\approx2(23.090+0.035)=46.25$ meV. The largest part of $E_8$ is $2c_8=2(0.664)=1.33$ meV.

The estimate improves quickly with $N$ (energies in meV per cell):

| $N$ | $D_N$ | $E_N$ | $D_N/E_N$ |
|---|---|---|---|
| 2 | 587.7 | 635.3 | 0.925 |
| 4 | 46.25 | 47.58 | 0.972 |
| 6 | 6.889 | 6.960 | 0.990 |
| 8 | 1.328 | 1.333 | 0.996 |
| 12 | 0.0709 | 0.0709 | 0.9995 |

At $N=12$ the shortfall is $4.7\times10^{-4}$ of $E_N$, while (9) gives $5.8\times10^{-4}$. The agreement in size is what a large-$N$ formula can offer here, since the faster-decaying bands still contribute. The sum (2) can also be followed: $D_3+D_6+D_{12}=144.798+6.889+0.071=151.758$ meV, which matches $E_3$ to the digits shown.

Note which result the estimate belongs to. $D_4$ estimates the error of $A_4$, not that of the average. The average is the eight-point result, and its error is about 36 times smaller.

Suppose 1 meV per atom is required. At $N=4$, $D_4/14=3.3$ meV per atom, which is too large. At $N=6$ the estimate is 0.492 and the true error 0.497 meV per atom, so six points suffice, with a spacing of $2.46\ \text{nm}^{-1}$. Averaging the two six-point runs leaves 0.005 meV per atom. This stopping rule presupposes a gap and harmonics that fall steadily.

## Where the estimate fails

**A closed gap.** For $n=5$, two modes have $w=\pm1$. For $w=1$ the modulus is $2|\cos(q/2)|$, with a kink where the bands touch. Its harmonics are

$$s_m=\frac1\pi\int_0^\pi\left[\cos(m+\tfrac12)q+\cos(m-\tfrac12)q\right]dq=\frac{(-1)^m}{\pi}\left[\frac1{m+\frac12}-\frac1{m-\frac12}\right]=\frac{4(-1)^{m+1}}{\pi(4m^2-1)}. \tag{10}$$

The even harmonics, the ones that enter $f$, are the same for $w=-1$. The two modes together give $c_m\approx16t/[\pi(16m^2-1)]$, which approaches $t/(\pi m^2)$; the other modes add exponentially small terms. With $c_m\propto1/m^2$, doubling $N$ divides the error by four, so $D_N=E_N-E_N/4=\frac34E_N$. At $N=20$ the ribbon gives $D=5.302$ and $E=7.069$ meV per cell, a ratio of 0.750. The estimate is then 25 % low however fine the mesh. Where this power law is known to hold, $\frac43D_N$ repairs it. The closed gap is a property of the uniform-hopping model. With edge bonds stronger by 12 %, the five-line ribbon has a gap of 0.31 eV, the ratio rises from 0.86 at $N=6$ to 0.97 at $N=20$, and the factor $\frac43$ would overshoot.

**A missing harmonic.** Take a uniform chain with band $-2t\cos ka$, filled at zero temperature up to a chemical potential fixed at zero. Since $2\min(x,0)=x-|x|$,

$$f(k)=-2t\cos ka-2t|\cos ka|.$$

Equation (10) with $q=2ka$ shows that $|\cos ka|$ has even harmonics alone. For even $m$,

$$c_m=(-1)^{m/2}\frac{4t}{\pi(m^2-1)}.$$

If $N$ is odd and at least 3, all odd multiples of $N$ are odd, their harmonics vanish, and $D_N=0$. The error does not vanish. For $t=1$ eV and $N=9$ it is −6.49 meV per cell, while both meshes return the same energy. Their electron counts differ, 10/9 and 8/9 per site; with exactly one electron per site the two energies again coincide, with an error of +32.1 meV per cell. Agreement of the two runs is therefore no proof of convergence.

For even $N$ at large size, use $c_m\propto(-1)^{m/2}/m^2$. If $N$ is a multiple of four, all signs are positive and the ratio is again $\frac34$. If $N$ is even but not a multiple of four, the signs alternate with $p$. In common units,

$$E_N\propto\sum_{p\ge1}\frac{(-1)^p}{p^2}=-\frac{\pi^2}{12},\qquad E_{2N}\propto\frac14\cdot\frac{\pi^2}{6}=\frac{\pi^2}{24}.$$

Then $D_N\propto-\pi^2/8$, and $D_N/E_N=\frac32$: the estimate is too large. The computed ratios are 0.750 at $N=40$ and 1.500 at $N=42$.

## What each derivation assumes

The interleaving proof of (1) needs just the values of $f$ at $2N$ points. It uses neither smoothness nor a Fourier series, so it holds for insulators and, at a fixed chemical potential, for metals. At a fixed electron number the Fermi level of a metal can differ between the meshes, and $f$ is then not the same in both runs. To call $D_N$ the leading error it needs the extra hypothesis behind (3), that successive half-differences shrink. The gapless ribbon satisfies this at large $N$ with $\rho=\frac14$, and (3) then allows a discrepancy of $D_N/3$, which is the one found. The half-filled chain at $N=9$ violates it, because $D_9=0$ is followed by a nonzero $D_{18}$.

The harmonic proof assumes more, namely periodicity and summable harmonics. In return it identifies the error: odd multiples of $N$ appear in $D_N$, and even multiples escape it. It thereby links the quality of the estimate to the gap and to symmetry.

Both proofs use one dimension. In two dimensions, shifting an $N\times N$ mesh by half a step along both axes multiplies harmonic $(pN,qN)$ by $(-1)^{p+q}$. Averaging leaves those with $p+q$ even, including $p=q=1$, which a $2N\times2N$ mesh removes. For $\cos4x\cos4y$, with $x$ and $y$ the two phases, the average of the two $4\times4$ meshes is 1, while the $8\times8$ mesh gives the correct 0.

Both proofs also require the same $f$ in all runs. A self-consistent calculation breaks this, because each mesh produces its own mean field. Consider exchange of strength $V$ between neighbours, with energy $-2VP_b^2$ for a bond $b$ of bond order $P_b$ per spin. From $2V(x_b-P_b)^2\ge0$,

$$-2VP_b^2=\min_{x_b}\left(2Vx_b^2-4Vx_bP_b\right).$$

For given $x$, the term linear in $P_b$ changes the hopping to $t+Vx_b$. The energy on a mesh is thus the minimum over $x$ of a function $F(x)$, the mesh average of a fixed band energy plus $2V\sum_bx_b^2$. At each $x$, (1) gives $F_{2N}=\frac12(F_A+F_B)$, where $A$ and $B$ label the two $N$-point meshes. Minimizing $F_A$ and $F_B$ separately can only lower the result, so

$$A_{2N}\ge\tfrac12(A_N+B_N), \tag{11}$$

provided that each run finds its lowest minimum. The sign belongs to exchange. A repulsive Hartree term $\frac U2\,\delta n^2=\max_v\left(v\,\delta n-v^2/2U\right)$, with $\delta n$ the excess charge on a site, turns the minimum into a maximum and, acting alone, reverses (11). With both kinds of term present this argument fixes no sign. Near a minimum $F$ changes quadratically, so the gap in (11) is of second order in the difference between the two mean fields. With $V=2$ eV and the bare hopping held at 2.7 eV, the gap is 0.37 meV per cell at $N=4$, or 0.7 % of the self-consistent half-difference, 50.7 meV. At $N=8$ it is 0.0015 meV, or 0.12 % of the self-consistent half-difference there, 1.24 meV.

## The model beside a real ribbon

Seven-line ribbons have been made and are candidates for transistor channels. The bond length and hopping used here are rough typical values. The model gap of 1.27 eV is too small: ribbons on metal surfaces show roughly 2 eV or somewhat more. Two omissions act in that direction. Edge bonds strengthened by 12 %, a rough figure, raise the gap to 1.54 eV and lower $D_8$ from 1.33 to 1.08 meV per cell. The exchange above, acting alone, gives 1.67 eV and 1.24 meV. About two thirds of that rise is a uniform increase of the mean hopping to 3.25 eV, which by itself gives 1.53 eV; since 2.7 eV is already an effective value, this part is not a clean measure of an omitted effect. Thermal occupation at 400 K, with the chemical potential at mid-gap, shifts the free energy by about $-7\times10^{-11}$ eV per cell, which is negligible here. The σ electrons, atomic relaxation and long-range Coulomb forces are left out and not sized, so a first-principles run needs its own pair of meshes. A gate that moves the Fermi level into a band matters more for the method. At low temperature it creates sharp Fermi points. The grand potential then has kinks like those of the half-filled chain, while the sum of occupied energies, measured from mid-gap, jumps at these points and converges only about as $1/N$. With the level 0.70 eV above mid-gap at zero temperature, that sum gives $D_{12}=52.9$ meV against $E_{12}=0.27$ meV per cell. The half-difference can then no longer be trusted from a single $N$.

## Computed values

```
bond length 0.142 nm, cell length 0.426 nm
hopping 2.70 eV, dimer lines 7, atoms per cell 14
band gap 1.2670 eV
zone-average energy c_0 -56.54857385 eV per cell
Gamma, shifted and averaged energies, eV per cell:
N= 2 A=-55.9132554 B=-57.0887236 mean=-56.5009895 A_2N=-56.5009895
N= 3 A=-56.3968157 B=-56.6864116 mean=-56.5416136 A_2N=-56.5416136
N= 4 A=-56.5009895 B=-56.5934932 mean=-56.5472413 A_2N=-56.5472413
N= 6 A=-56.5416136 B=-56.5553923 mean=-56.5485030 A_2N=-56.5485030
N= 8 A=-56.5472413 B=-56.5498966 mean=-56.5485690 A_2N=-56.5485690
N=12 A=-56.5485030 B=-56.5486447 mean=-56.5485738 A_2N=-56.5485738
Estimate and true errors, meV per cell; ratio without unit:
N= 2 D_N=587.73409 E_N=635.31847 E_2N=47.584378 D_N/E_N=0.925102
N= 3 D_N=144.79798 E_N=151.75818 E_2N=6.960201 D_N/E_N=0.954136
N= 4 D_N=46.25187 E_N=47.58438 E_2N=1.332507 D_N/E_N=0.971997
N= 6 D_N=6.88931 E_N=6.96020 E_2N=0.070894 D_N/E_N=0.989814
N= 8 D_N=1.32763 E_N=1.33251 E_2N=0.004878 D_N/E_N=0.996339
N=12 D_N=0.07086 E_N=0.07089 E_2N=0.000033 D_N/E_N=0.999528
harmonics c_4=23.09031, c_8=0.66380, c_12=0.03543 meV per cell
slowest decay factor per mesh point: formula 0.58579, from meshes 24 and 28 0.58290
quarter-step control, N=4: average minus A_8 = 21.7983 meV per cell
first even N with D_N below 1 meV per atom: 6
  there D_N=0.4921, E_N=0.4972, E_2N=0.00506 meV per atom
  mesh spacing 2.4582 per nm
gapless 5-line ribbon, N=20: D=5.3021, E=7.0693 meV per cell, D/E=0.75002
half-filled chain, hopping 1 eV (energies in meV per cell):
N= 8 D=49.7281 E=66.1328 D/E=0.7519
N= 9 D=-0.0000 E=-6.4872 D/E=0.0000
N=10 D=-31.6769 E=-21.1876 D/E=1.4951
N=40 D=1.9645 E=2.6191 D/E=0.7501
N=42 D=-1.7818 E=-1.1881 D/E=1.4997
2D test function: average of two 4x4 meshes 1.000, 8x8 mesh 0.000 (no unit)
edge bonds times 1.12: gap 1.5355 eV, N=8 D=1.0764, E=1.0787 meV per cell
thermal shift at 400 K: -7.324e-11 eV per cell
exchange strength 2.0 eV: self-consistent gap 1.6726 eV
N=4 self-consistent D=50.7294, A_2N minus mean=0.366570 meV per cell, ratio=0.007226
  largest bond-order difference A to B: 0.007268 (no unit)
N=8 self-consistent D=1.2393, A_2N minus mean=0.001505 meV per cell, ratio=0.001214
  largest bond-order difference A to B: 0.000551 (no unit)
```
